# A logarithmic fall of conductivity does not prove weak localisation

In two dimensions, the sheet conductivity has the same dimension as a conductance. A quantum correction to it can therefore be written as $e^2/h$ times a pure number. Suppose that this number is built up between a high energy cutoff and the temperature, and that each stretch of energy contributes without reference to the cutoff or to any other scale. The change between temperatures $T_1$ and $T_2$ then depends on their ratio alone, and successive changes add: $f(ab)=f(a)+f(b)$. The smooth solutions of this equation are $f(a)=c\ln a$. Scale and dimension thus fix the form

$$\sigma(T)=\text{constant}+c\,\frac{e^2}{h}\ln T ,$$

and say nothing about the mechanism. That has to be read from $c$, or from a symmetry which one mechanism needs and another does not. Time reversal is such a symmetry, and a weak perpendicular field breaks it.

## The belief and its appeal

The belief is this: if the sheet conductivity of a thin channel falls as $\ln T$ on cooling, its electrons are being weakly localised. There is much in its favour. Weak localisation does give this law, with a prefactor of order $e^2/h$, and classical scattering by phonons has the opposite sign, since it weakens on cooling. The inference still fails, because it runs from a consequence back to one of several causes. Two films show this below. In film A the electrons do not interact and weak localisation does all the work. In film B the phase is lost between hops and interactions do all the work.

## Film A: interference without interactions

Take a homogeneous film with one valley, two spin directions, isotropic short-range disorder, and no spin-orbit or magnetic scattering. Let $k_Fl\gg1$, with $l=v\tau$ the mean free path. Measure the energy $\xi$ from the Fermi level. The disorder-averaged Green functions are $G^{R,A}=1/(-\xi\pm i\eta)$ with $\eta=\hbar/2\tau$. For area $\mathcal A$, the retarded-advanced part of the Kubo formula, which dominates for a degenerate gas with $k_Fl\gg1$, is

$$\sigma=\frac{\hbar e^2}{\pi\mathcal A}\sum_{\mathbf k\mathbf k'}v_xv_x'\,\langle G^R(\mathbf k,\mathbf k')G^A(\mathbf k',\mathbf k)\rangle ,$$

spin included. Replace the average of the product by the product of averages. With $\nu_1$ the density of states per spin, $\langle v_x^2\rangle=v^2/2$ and $\int d\xi/(\xi^2+\eta^2)=2\pi\tau/\hbar$,

$$\sigma_0=\frac{\hbar e^2}{\pi}\,\nu_1\frac{v^2}{2}\,\frac{2\pi\tau}{\hbar}=2e^2\nu_1D,\qquad D=\frac{v^2\tau}{2}.$$

This omits the interference between a sequence of scatterings and the same sequence run backwards. The two amplitudes stay in phase if the final wave vector is $\mathbf k'=\mathbf Q-\mathbf k$ with small $\mathbf Q$. Each shared scatterer contributes the disorder strength $U_0$, which the golden rule $1/\tau=2\pi\nu_1U_0/\hbar$ fixes as $U_0=\hbar/(2\pi\nu_1\tau)$. Adding one scatterer multiplies the amplitude by

$$r(Q)=U_0\int\!\frac{d^2k}{(2\pi)^2}\,G^R(\mathbf k)G^A(\mathbf Q-\mathbf k).$$

Since $\xi_{\mathbf Q-\mathbf k}\simeq\xi-a$ with $a=\hbar\mathbf v\cdot\mathbf Q$, closing the contour around $\xi=i\eta$ gives

$$\int\frac{d\xi}{(\xi-i\eta)(\xi-a+i\eta)}=\frac{2\pi}{2\eta+ia}=\frac{2\pi\tau/\hbar}{1+i\tau\mathbf v\cdot\mathbf Q}.$$

The linear term averages to zero over directions, so to second order

$$r(Q)=1-\tau^2\langle(\mathbf v\cdot\mathbf Q)^2\rangle=1-DQ^2\tau .$$

Direct integration over a parabolic band at $k_Fl=20$, $Ql=0.1$ gives a drop of 0.00505, against 0.00500 from this formula.

The sum over the number of scatterers is geometric: $U_0/(1-r)=U_0/(DQ^2\tau)$. Loss of phase at rate $1/\tau_\phi$ adds that rate to $DQ^2$. The sum then multiplies two pairs of outer Green functions and two velocities. As the final velocity is $-\mathbf v$, the sign is negative. With $\int d\xi/(\xi^2+\eta^2)^2=\pi/2\eta^3=4\pi\tau^3/\hbar^3$,

$$\delta\sigma=-\frac{\hbar e^2}{\pi}\,\nu_1\frac{v^2}{2}\,\frac{4\pi\tau^3}{\hbar^3}\,\frac{\hbar}{2\pi\nu_1\tau^2}\int\!\frac{d^2Q}{(2\pi)^2}\frac{1}{DQ^2+1/\tau_\phi}.$$

The factors before the integral reduce to $-e^2v^2\tau/(\pi\hbar)=-2e^2D/(\pi\hbar)$. Diagrams with one more scatterer across the outer lines contain sums odd in $\mathbf k$ and vanish as $Q\to0$, so they leave the coefficient of the logarithm unchanged. Summed over $Q$ they add a nearly constant term of about $(\ln2/\pi)\,e^2/h$, which is dropped here. For film A below it is $+0.22\,e^2/h$ at 5 K and $+0.20\,e^2/h$ at 20 K, so the absolute conductivities are uncertain at that level and the fall by about $0.02\,e^2/h$. Diffusion holds up to $DQ^2\approx1/\tau$, and with this cutoff the integral is $\ln(1+\tau_\phi/\tau)/(4\pi D)$. Hence

$$\delta\sigma=-\frac{e^2}{\pi h}\ln\!\left(1+\frac{\tau_\phi}{\tau}\right).$$

If $\tau_\phi\propto T^{-p}$ and $\tau_\phi\gg\tau$, the slope is

$$\frac{d\sigma}{d\ln T}=p\,\frac{e^2}{\pi h}.$$

The exponent $p$ belongs to the dephasing process. Even for pure weak localisation, then, the slope is not a universal number.

## Film B: interactions without interference

Now take a square array of metal grains. Neighbours are joined by tunnel junctions of conductance $G=1/R$ and capacitance $C$, each with many weakly transmitting channels. A uniform square network has sheet conductivity $G$. Over many grains the electrons diffuse. Assume $G\gg e^2/h$, phase lost between hops, and $k_BT$ above both the level spacing and the escape width of a grain. Each hop is then an independent golden-rule event.

A tunnelling electron shifts the charge on the surrounding circuit by $e$. Consider first one circuit mode, an inductance and a capacitance $C_m$ in parallel, with frequency $\Omega$. Charge is conjugate to flux $\Phi$, so the shift operator is $e^{ie\Phi/\hbar}=e^{i\lambda(b+b^\dagger)}$. From $\Phi=\sqrt{\hbar/2C_m\Omega}\,(b+b^\dagger)$,

$$\lambda^2=\frac{e^2}{2\hbar C_m\Omega}.$$

To order $\lambda^2$, with $\bar n$ the thermal occupation, the electron gives up $\hbar\Omega$ with probability $\lambda^2(1+\bar n)$, gains it with probability $\lambda^2\bar n$, and otherwise leaves the mode unchanged.

The electron needs a filled initial state and an empty final one. If its energy rises by $x$, the available weight is

$$g(x)=\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon+x)]=\frac{x}{1-e^{-x/k_BT}} .$$

This holds because the integrand equals $[f(\varepsilon)-f(\varepsilon+x)]/(1-e^{-x/k_BT})$ and the difference integrates to $x$. At voltage $V$ and energy loss $E$, the net current is proportional to $g(eV-E)-g(-eV-E)\simeq2eV\,g'(-E)$. Writing $g$ with a hyperbolic cotangent gives

$$2g'(x)=1+F(x),\qquad F(x)=\frac{d}{dx}\left[x\coth\frac{x}{2k_BT}\right].$$

The function $F$ is odd. The unit term is the ordinary conductance, and the rest gives

$$\frac{\delta G}{G}=-\lambda^2\left[(1+\bar n)F(\hbar\Omega)-\bar nF(\hbar\Omega)\right]=-\lambda^2F(\hbar\Omega).$$

For $\lambda^2=10^{-3}$ and $\hbar\Omega=3k_BT$ this is $-7.7395\times10^{-4}$. Summing the transitions of the oscillator explicitly, at a bias of $0.05\,k_BT/e$, gives $-7.736\times10^{-4}$.

A dissipative linear circuit acts as a dense set of such modes. One mode has $\mathrm{Re}\,Z=(\pi/2C_m)\,\delta(\omega-\Omega)$ for $\omega>0$, so that $\lambda^2=\int d\omega\,(2/\omega)\,\mathrm{Re}\,Z\,e^2/h$. To first order the modes add:

$$\frac{\delta G}{G}=-2\int_0^\infty\frac{dE}{E}\;\frac{e^2}{h}\,\mathrm{Re}\,Z(E/\hbar)\,F(E).$$

One channel sees all the others as its environment, including those in its own junction. To find $Z$ between neighbouring nodes, inject a current $I$ at one node and remove it far away: by symmetry $I/4$ flows through each bond. Next feed $I$ in from far away and remove it at the neighbour: again $I/4$ flows through the shared bond, in the same direction. Superposed, the two give $I/2$ there. So $Z$ is half the impedance of one junction:

$$Z=\frac{R/2}{1+i\omega RC},\qquad \mathrm{Re}\,Z=\frac{R/2}{1+(\omega RC)^2}.$$

Since $G\cdot2\cdot(R/2)=1$, the junction conductance drops out of the prefactor:

$$\delta\sigma=-\frac{e^2}{h}L,\qquad L=\int_0^\infty\frac{dE}{E}\,\frac{F(E)}{1+(E/E_c)^2},\qquad E_c=\frac{\hbar G}{C}.$$

To evaluate $L$, expand the cotangent with $\omega_n=2\pi nk_BT$, here an energy:

$$E\coth\frac{E}{2k_BT}=2k_BT+4k_BT\sum_{n\ge1}\frac{E^2}{E^2+\omega_n^2},\qquad F=8k_BT\sum_{n\ge1}\frac{E\,\omega_n^2}{(E^2+\omega_n^2)^2}.$$

Differentiating $\int_0^\infty dE/[(E^2+a^2)(E^2+b^2)]=\pi/[2ab(a+b)]$ with respect to $b$, and dividing by $-2b$, gives

$$\int_0^\infty\frac{dE}{(E^2+a^2)(E^2+b^2)^2}=\frac{\pi(a+2b)}{4ab^3(a+b)^2}.$$

Put $a=E_c$, $b=\omega_n$ and $u=E_c/(2\pi k_BT)$. Then

$$L=\sum_{n\ge1}\frac{u(u+2n)}{n(n+u)^2}=\sum_{n\ge1}\left[\frac1n-\frac1{n+u}+\frac{u}{(n+u)^2}\right]=\psi(1+u)+\gamma_E+u\psi'(1+u),$$

where $\psi$ is the digamma function and $\gamma_E$ is Euler's constant. For $E_c=40k_BT$, quadrature and this formula both give 3.430.

There are two limits. For $u\gg1$, $\psi(1+u)\simeq\ln u+1/2u$ and $u\psi'(1+u)\simeq1-1/2u$. The terms in $1/u$ cancel, leaving

$$\delta\sigma\simeq-\frac{e^2}{h}\left[\ln\frac{E_c}{2\pi k_BT}+1+\gamma_E\right],\qquad \frac{d\sigma}{d\ln T}=\frac{e^2}{h}.$$

For $u\ll1$, $L\simeq\pi^2u/3$: the correction falls as $1/T$ and the logarithm is lost. The fall on cooling comes from $F$, which is near 1 for $E\gg k_BT$ and near $E/(3k_BT)$ for $E\ll k_BT$. A mode suppresses hops in full only when its quantum exceeds the thermal spread of the electron energies, and cooling brings more modes into that range. The thermal occupation of the modes has cancelled. No closed path was used.

This logarithm is not special to two dimensions. It needs a neighbour impedance that is constant at low frequency, and dimension enters through the factor $1/2$ in $Z$.

## What a perpendicular field does

In film A, a loop and its reverse acquire opposite flux phases. Their relative phase is that of a particle of charge $2e$. In a field $B$ the values of $Q^2$ become the Landau values $(4eB/\hbar)(n+\tfrac12)$, with $2eB/h$ states per unit area each. Let $b=B_\phi/B$ with $B_\phi=\hbar/(4eD\tau_\phi)$. The integral over $\mathbf Q$ becomes

$$\frac{2eB}{h}\sum_{n=0}^{N-1}\frac{1}{(4eDB/\hbar)(n+\frac12)+1/\tau_\phi}=\frac{1}{4\pi D}\left[\psi(N+\tfrac12+b)-\psi(\tfrac12+b)\right].$$

The same cutoff at zero field gives $[\ln(N+b)-\ln b]/(4\pi D)$. For $B\ll\hbar/(4eD\tau)$, $N$ is large and the two cutoff terms cancel. Multiplying the difference by $-2e^2D/(\pi\hbar)$,

$$\Delta\sigma(B)=\frac{e^2}{\pi h}\left[\psi\!\left(\tfrac12+\frac{B_\phi}{B}\right)-\ln\frac{B_\phi}{B}\right].$$

This is positive. For $B\ll B_\phi$ it is $(e^2/\pi h)(B/B_\phi)^2/24$. For $B\gg B_\phi$ it grows as $\ln(B/B_\phi)$, because the field now limits the loops in place of dephasing.

In film B, the field multiplies a tunnelling amplitude $t$ by $e^{i\theta}$, and the rate contains $|te^{i\theta}|^2=|t|^2$. The Zeeman energy shifts the levels of a given spin equally in both grains, so with a flat density of states and spin-conserving tunnelling it cancels. The impedance is set by the junctions and is unchanged as long as the Hall resistance of a grain is small beside $R$. The interaction correction is therefore independent of field at this order.

## Two films with almost the same slope

Give both films a bare conductivity of $30\,e^2/h=1.162$ mS and compare them between 5 and 20 K.

Film A has $3.0\times10^{13}$ electrons per cm² of mass $0.35\,m_e$. Its mobility is $\sigma_0/(ne)=242$ cm²/Vs, which gives $\tau=0.0481$ ps and $D=49.6$ cm²/s. Let $\tau_\phi$ be 100 ps at 5 K with $p=3$, a model choice with the power law of phonon dephasing. At 20 K it is then $100/4^3=1.56$ ps. The bare conductivity is held fixed, which assumes that the dephasing events do not relax momentum. Real phonons at this rate would: it is 3% of $1/\tau$ at 20 K, and the scattering angles are not small. Unscreened acoustic phonons with sound speeds of 3 to 8 km/s, normalised to the same $\tau_\phi$ at 5 K, lower the classical conductivity at 20 K by 0.5 to $1.3\,e^2/h$. This would cancel much of the fall computed below and spoil the logarithm. Film A is therefore an idealisation chosen to match slopes. The conductivities in units of $e^2/h$ are

$$\sigma_A(5\,\mathrm K)=30-\frac1\pi\ln\!\left(1+\frac{100}{0.0481}\right)=27.57,$$

$$\sigma_A(20\,\mathrm K)=30-\frac1\pi\ln\!\left(1+\frac{1.56}{0.0481}\right)=28.88 .$$

Film B has grains 100 nm wide and 20 nm thick, and junctions of 10 aF, so that $E_c/k_B=888$ K. This capacitance is a model choice, and a low one. Facing sides of this size across 1 nm of oxide with relative permittivity 9 would have about 160 aF. Then $E_c/k_B$ would be only about 55 K, the fall between 20 and 5 K would be about $1.18\,e^2/h$, and the slope would no longer be constant over this range. The clean logarithm below therefore needs junctions of small capacitance. Such junctions must also be very transparent: 10 aF across the same oxide means an area of about 125 nm², and $30\,e^2/h$ through it needs a transmission near 0.16 per channel, far above that of a typical 1 nm oxide barrier. At 5 K, $u=888/(2\pi\cdot5)=28.3$ and $L\simeq\ln28.3+1.577=4.92$. Thus $\sigma_B=25.08\,e^2/h$ at 5 K, and likewise $26.47\,e^2/h$ at 20 K.

The falls on cooling are $1.31\,e^2/h$ (51 μS) in A and $1.385\,e^2/h$ (54 μS) in B. The mean slopes are 0.948 and 0.999 in units of $e^2/h$ per unit of $\ln T$. They are close because $3/\pi$ happens to be close to 1. An uncertainty in $p$ of a few tenths would cover the difference, so the temperature curve cannot name the mechanism.

Now apply 0.103 T, the field that puts $h/4e$ through one cell of the array. In film A at 5 K, $B_\phi=0.332$ mT and the digamma formula gives a rise of $1.21\,e^2/h$, comparable with the fall on cooling; the exact size depends on the field chosen. At 20 K, where $B_\phi=21.2$ mT, it gives $0.12\,e^2/h$. The field is 15% of $\hbar/(4eD\tau)$, so the finite length of each step between scatterers, which the diffusive formula leaves out, is not quite negligible. It lowers the rise by about 5% at 5 K and by about a quarter at 20 K.

In film B the interaction term does not respond. With these numbers the phase is only partly lost between hops, so some coherent loops survive. To estimate their order of magnitude, take voltage noise from a resistance $R/2$, which gives a phase variance $e^2k_BTRt/\hbar^2$ and a dephasing rate of half its growth rate. At 5 K the corresponding width is 0.52 K, against a total escape width of 0.77 K. The latter assumes $10^{21}$ electrons per cm³ of mass $0.35\,m_e$ in the grains. At the density of a metal such as gold it would be about 0.07 K and the surviving loops would be negligible. With these widths, the array version of the weak-localisation sum lowers the zero-field conductivity by an amount of order $0.1\,e^2/h$ at 5 K and several times less at 20 K. This is small beside film B's fall, but it raises the mean slope by roughly 0.07, more than the gap between the two films. The field also threads the interior of each grain and can suppress most of these loops, so the field change can be of the same order, roughly a tenth of that in film A. The much smaller value in the numerical output counts only the flux between point-like grains.

## Reading the field test with care

The field curve gives more than a verdict. Fitting $B_\phi$ at several temperatures gives $\tau_\phi(T)$ up to the factor $D$, and hence $p$. In film A the ratio of the input values, $21.2/0.332=64=4^3$, is $p=3$ by construction. A digamma fit between 0.01 and 0.103 T to the curve with finite steps misses $B_\phi$ by up to a quarter but still returns $p\approx3.1$. Weak localisation then accounts for a slope $p\,e^2/(\pi h)=0.955\,e^2/h$, essentially all of the 0.948 found. In general, a remainder after this subtraction needs another cause.

Positive magnetoconductance that follows the digamma curve at low perpendicular field is strong evidence that weak localisation is present, but not that it explains the whole fall. A real homogeneous film also has an interaction correction. Its standard singlet part, quoted here and not derived, has slope $e^2/(\pi h)$ and would add $0.44\,e^2/h$ to film A's fall. If $\tau_\phi$ is held fixed, a quarter of the new total of $1.76\,e^2/h$ is then not weak localisation, although the weak-localisation field curve is the same.

A null result also has conditions. The field must exceed $B_\phi$, or the response is merely the small quadratic one. Spin-orbit scattering matters too. If a loop rotates the spin by $\mathcal R$, its reverse applies $\mathcal R^{-1}$, and the interference acquires the factor $\frac12\mathrm{Tr}\,\mathcal R^2=\cos\alpha$ for rotation angle $\alpha$. Uniformly random rotations have weight proportional to $1-\cos\alpha$, so the average is $-\frac12$. Both the temperature slope and the magnetoconductance of the interference term change sign. In this limit of strong spin-orbit scattering, a fall on cooling together with negative magnetoconductance at low field points away from interference as the cause of the fall. At intermediate strength the two signs need not change together, and interference alone can produce this combination. Fields large enough for the Zeeman energy to rival $k_BT$ can bring in field-dependent interaction terms in homogeneous films. Here the ratio is 0.03 at 5 K.

The parameters are model choices, not those of a measured film. The value $p=3$ is steep: dephasing by electron collisions in a diffusive film gives $p$ near 1, for which the weak-localisation slope is $0.318\,e^2/h$. A real film A would also have interactions. Adding the singlet term at fixed $\tau_\phi$ moves its fall from 1.31 to about $1.76\,e^2/h$, but electron collisions would also shorten $\tau_\phi$. The standard estimate for a diffusive film, $1/\tau_\phi=(k_BT/\hbar g)\ln(g/2)$ with $g=30$ the conductivity in units of $e^2/h$, gives about 17 ps at 5 K, well below the 100 ps assumed here. This reduces both the weak-localisation part of the fall and its response to the field. Real grain films have unequal junctions, an effect not sized here. A stray capacitance of 5 aF from each grain to ground changes film B's fall only from 1.385 to $1.382\,e^2/h$. Film B's correction reaches 16% of its bare conductivity at 5 K, so its absolute value is a leading-order result. The numerical output lists further small terms. The classical phonon term of film A is not among them, and it is not small.

## Table of computed values

```
CHECKS (computed from definition | from formula)
WL prefactor, kF=m=hbar=1: 6.3663 | 6.3662
drop of one rung: 0.005046 | 0.005000
lattice field change: 0.03087 | 0.03099
one-oscillator dG/G: -7.7360e-04 | -7.7395e-04
neighbour resistance/R, 256 nodes: 0.4980 | 0.5000
array integral, cutoff 40 kT: 3.4302 | 3.4303
COMMON INPUTS
e^2/h = 38.740 uS; bare conductivity = 30 e^2/h
bare conductivity = 1.162 mS; mass = 0.35 m_e
FILM A
sheet density = 3.0e+13 cm^-2; phase power p = 3
mobility = 242 cm2/Vs; elastic time = 0.0481 ps
Fermi energy = 205 meV; D = 49.6 cm2/s
elastic field hbar/(4eD tau) = 0.689 T
WL slope per unit p = 0.3183 e^2/h
FILM B
grain side = 100 nm; thickness = 20 nm
junction capacitance = 10 aF
grain electron density = 1.0e+21 cm^-3
charge cutoff hbar G/(C kB) = 888 K
level spacing/kB = 0.0403 K
escape width/kB, four neighbours = 0.770 K
ZERO FIELD AND FIELD RESPONSE (conductivities in e^2/h)
test field = 0.1034 T
T = 5 K: sigma_A = 27.568, sigma_B = 25.081
  A: phase time = 100.00 ps, Bphi = 0.332 mT
  field change A = 1.2078, B (residual loops) = 7.40e-03
T = 10 K: sigma_A = 28.229, sigma_B = 25.774
  A: phase time = 12.50 ps, Bphi = 2.653 mT
  field change A = 0.5795, B (residual loops) = 1.06e-03
T = 20 K: sigma_A = 28.882, sigma_B = 26.466
  A: phase time = 1.56 ps, Bphi = 21.226 mT
  field change A = 0.1204, B (residual loops) = 9.52e-05
fall from 20 to 5 K: A = 1.314, B = 1.385 e^2/h
same falls: A = 50.9 uS, B = 53.6 uS
mean slope per ln T: A = 0.948, B = 0.999 e^2/h
SIZE OF NEGLECTED EFFECTS
A: omitted singlet interaction fall, 20 to 5 K = 0.441 e^2/h
A: classical orbital term (mobility*B)^2 = 6.3e-06
A: kB T/Fermi energy at 20 K = 0.0084
A: kB T tau/hbar at 20 K = 0.126
A: short-path field term = 3.0e-04 e^2/h
Zeeman energy/kB T at 5 K, g = 2: 0.0278
B: estimated dephasing width/kB at 5 K = 0.524 K
B: residual WL loops at 5, 20 K = 0.0668, 0.0051 e^2/h
B: correction/bare conductivity at 5 K = 0.164
B: fall with 5 aF stray to ground = 1.382 e^2/h
B: grain Hall/junction resistance = 3.7e-05
```
